# Monte Carlo launches needed for one percent error at a hole bottom

## Problem

A feature-scale simulation launches particles from the opening of a hole and counts those that reach the bottom. Each launch is independent of the others, has the same probability $p$ of success, and adds 1 to the count if it succeeds and 0 if it fails. After $N$ launches with $H$ hits, the arrival probability is estimated by $\hat p=H/N$.

The relative standard error $\varepsilon$ is the standard deviation of $\hat p$ over many repetitions of the whole simulation, divided by the true $p$.

(a) Derive $\varepsilon$ as a function of $N$ and $p$. Show that for $p=0.01$ about 990,000 launches are needed to reach $\varepsilon=0.01$.

(b) How many hits does such a run collect, and how often does its estimate lie within one percent of $p$?

(c) A cylindrical hole has diameter $d=100$ nm. Molecules start uniformly over its opening, with directions following the cosine law. Find the depth at which one molecule in a hundred reaches the bottom in direct flight, without touching the wall.

(d) For this hole, how does the required number of launches change if molecules that arrive after wall bounces are also counted? How large is the error from neglecting gas collisions?

(e) What replaces the result of (a) if launches are correlated, or if a launch can score something other than 0 or 1?

## Solution

### (a) The number of launches

Let $X_i$ be the score of launch $i$. Its mean is

$$
\langle X_i\rangle=1\cdot p+0\cdot(1-p)=p .
$$

Since $0^2=0$ and $1^2=1$, the square of the score equals the score, so $\langle X_i^2\rangle=p$ as well. The variance of one launch is therefore

$$
\mathrm{Var}(X_i)=\langle X_i^2\rangle-\langle X_i\rangle^2=p-p^2=p(1-p).
$$

The number of hits is $H=\sum_i X_i$, with mean $Np$. The variance of a sum contains the individual variances and the covariances of all pairs:

$$
\mathrm{Var}(H)=\sum_i \mathrm{Var}(X_i)+\sum_{i\ne j}\mathrm{Cov}(X_i,X_j).
$$

For independent launches $\langle X_iX_j\rangle=\langle X_i\rangle\langle X_j\rangle$, so each covariance vanishes and

$$
\mathrm{Var}(H)=Np(1-p).
$$

Dividing $H$ by $N$ divides its variance by $N^2$:

$$
\mathrm{Var}(\hat p)=\frac{p(1-p)}{N}.
$$

The relative standard error is the square root of this, divided by $p$:

$$
\varepsilon=\frac1p\sqrt{\frac{p(1-p)}{N}}=\sqrt{\frac{1-p}{Np}} .
$$

Squaring and solving for $N$ gives

$$
N=\frac{1-p}{p\,\varepsilon^2}.
$$

With the given numbers,

$$
N=\frac{0.99}{0.01\times(0.01)^2}=\frac{0.99}{10^{-6}}=990{,}000 .
$$

The one percent is relative to $p$. It means an absolute standard error of 0.0001 in $\hat p$, not 0.01.

For rare arrivals, $p\ll1$, the factor $1-p$ is close to one and $N\approx1/(p\varepsilon^2)$. Here that estimate gives 1,000,000 launches, about one percent too many. In the opposite limit, $p\to1$, the required $N$ tends to zero because nearly every launch has the same outcome. At fixed $p$, halving $\varepsilon$ costs four times as many launches.

In practice $p$ is not known before the simulation, so the planned $N$ is only approximate. To see how an error in $p$ affects the planned $N$, take the logarithm,

$$
\ln N=\ln(1-p)-\ln p-2\ln\varepsilon ,
$$

and differentiate at fixed $\varepsilon$:

$$
\frac{dN}{N}=-\left(\frac1{1-p}+\frac1p\right)dp=-\frac{1}{1-p}\,\frac{dp}{p}.
$$

For small $p$, a ten percent error in $p$ thus produces an error of about ten percent in $N$. A pilot run of 9,900 launches has a relative standard error of 10 percent at $p=0.01$, which is enough to plan the long run.

### (b) Hits and the meaning of one percent

The mean number of hits is

$$
Np=990{,}000\times0.01=9{,}900,
$$

and its standard deviation is

$$
\sqrt{Np(1-p)}=\sqrt{9{,}900\times0.99}=\sqrt{9{,}801}=99 .
$$

This is one percent of the mean, as required. Most of the launches carry no hit; the precision is set by the roughly ten thousand that do.

A standard error is a typical deviation, not a bound. The estimate lies within one percent of $p$ when $H$ is between 9,801 and 9,999, both included. The probability of exactly $k$ hits is

$$
P(H=k)=\binom Nk p^k(1-p)^{N-k},
$$

because each particular sequence with $k$ hits has probability $p^k(1-p)^{N-k}$, and there are $\binom Nk$ such sequences. Summing over the interval gives 0.685. Nearly one run in three therefore misses $p$ by more than one percent. If such misses must be rarer, a smaller $\varepsilon$ is needed: with four times the launches, one percent becomes two standard errors.

### (c) A hole with one direct arrival in a hundred

Let $L$ be the depth and $a=L/d$ the depth in units of the diameter. A straight path between a point of the opening and a point of the bottom stays inside the cylinder, because the circular cross-section is convex. It is therefore enough to ask where the molecule crosses the plane of the bottom.

**Sideways displacement.** Let $\theta$ be the angle between the flight direction and the hole axis. The cosine law gives a probability $\cos\theta/\pi$ per unit solid angle. The probability of an angle below $\theta$ is

$$
\int_0^\theta \frac{\cos\theta'}{\pi}\,2\pi\sin\theta'\,d\theta'=\sin^2\theta .
$$

On reaching depth $L$ the molecule has moved sideways by $s=L\tan\theta$. Hence $\sin^2\theta=s^2/(L^2+s^2)$. With $x=s/d$, the probability of a displacement below $x$ is

$$
C(x)=\frac{x^2}{a^2+x^2}.
$$

**Starting points that succeed.** For a given displacement, the successful starting points form the overlap of the opening with an equal disc shifted by $s$. With $R=d/2$, the overlap consists of two equal circular segments, each cut off by a chord at distance $s/2=Rx$ from a centre. A segment is a sector of area $R^2\arccos x$ minus a triangle of area $R^2x\sqrt{1-x^2}$. Dividing the two segments by the disc area $\pi R^2$ gives the successful fraction

$$
O(x)=\frac2\pi\left[\arccos x-x\sqrt{1-x^2}\right],\qquad 0\le x\le1,
$$

and zero for $x>1$. Its derivative is

$$
O'(x)=\frac2\pi\,\frac{-1-(1-x^2)+x^2}{\sqrt{1-x^2}}=-\frac4\pi\sqrt{1-x^2}.
$$

**Arrival probability.** Average $O$ over the displacements and integrate by parts:

$$
p=\int_0^1 O\,C'\,dx=\big[OC\big]_0^1-\int_0^1 C\,O'\,dx .
$$

The boundary term vanishes because $C(0)=0$ and $O(1)=0$. Writing $x^2/(a^2+x^2)=1-a^2/(a^2+x^2)$,

$$
p=\frac4\pi\left[\int_0^1\!\sqrt{1-x^2}\,dx-a^2J\right],\qquad
J=\int_0^1\frac{\sqrt{1-x^2}}{a^2+x^2}\,dx .
$$

The first integral is a quarter of a unit disc, $\pi/4$. In $J$, put $x=\sin\theta$:

$$
J=\int_0^{\pi/2}\frac{\cos^2\theta}{a^2+\sin^2\theta}\,d\theta
=\int_0^{\pi/2}\left[\frac{1+a^2}{a^2+\sin^2\theta}-1\right]d\theta .
$$

With $u=\tan\theta$, $d\theta=du/(1+u^2)$ and $\sin^2\theta=u^2/(1+u^2)$,

$$
\int_0^{\pi/2}\frac{d\theta}{a^2+\sin^2\theta}
=\int_0^\infty\frac{du}{a^2+(1+a^2)u^2}
=\frac{\pi}{2a\sqrt{1+a^2}} .
$$

Therefore

$$
J=\frac\pi2\left(\frac{\sqrt{1+a^2}}{a}-1\right),
$$

and

$$
p=1-2a\sqrt{1+a^2}+2a^2=\left(\sqrt{1+a^2}-a\right)^2 .
$$

At zero depth $p=1$, as it must be. For a deep hole, use

$$
\sqrt{1+a^2}-a=\frac1{\sqrt{1+a^2}+a}\approx\frac1{2a},
$$

so $p\approx1/(4a^2)$ and $N\approx4a^2/\varepsilon^2$. Doubling the depth of a deep hole at fixed diameter costs about four times as many launches.

**The depth.** For $p=0.01$ the difference $\sqrt{1+a^2}-a$ is $0.1$. Its product with the sum $\sqrt{1+a^2}+a$ is one, so the sum is 10. Subtracting the difference from the sum leaves $2a$:

$$
a=\frac{10-0.1}{2}=4.95,\qquad L=4.95\times100\ \text{nm}=495\ \text{nm}.
$$

**Simulated scatter.** Forty runs of 990,000 traced molecules each were made for this hole. The first gave 9,891 hits, and all runs together gave $p=0.010014$. That is 0.14 percent above 0.01, compared with an expected standard error of $1/\sqrt{40}\approx0.16$ percent.

The hits of the forty runs scattered by 0.78 percent of the mean, less than the predicted one percent. A scatter found from only forty runs is itself uncertain. For nearly normal values, the sample variance from $M$ runs has relative standard deviation $\sqrt{2/(M-1)}$. Taking the square root of the variance halves a small relative error, so the scatter is uncertain by about $1/\sqrt{2(M-1)}$, or 11 percent for $M=40$. The observed value is about two such uncertainties low.

A sharper comparison divides the same launches into 4,000 blocks of 9,900. The predicted relative scatter of a block is 10.00 percent, and the observed one is 10.14 percent. The uncertainty of this scatter is about 1.1 percent of its value, so the two agree.

### (d) Wall bounces and gas collisions

**Wall bounces.** Suppose a molecule sticks at each wall impact with probability $\sigma$ and otherwise leaves again by the cosine law. Let the bottom absorb every arrival, so that a launch still scores at most once, and let molecules that leave through the opening be lost. The formula of (a) then holds with a larger arrival probability $p_{\rm tot}$.

To find it, write $F(z)=(\sqrt{1+z^2}-z)^2$ for the direct fraction between two discs a distance $z$ apart, with lengths now in diameters. Divide the wall into $n$ thin rings of height $h=a/n$, numbered $i=0,1,\dots,n-1$ from the top. A molecule whose first impact is on ring $i$ passes the disc above the ring but not the disc below it, so this happens with probability

$$
t_i=F(ih)-F\big((i+1)h\big).
$$

For cosine emission, the exchange between two surface elements is proportional to $\cos\theta\cos\theta'/r^2$ times both areas, where $r$ is their separation and the angles are measured from the two normals. It is symmetric. The fraction going from a ring to a disc is therefore the fraction going from the disc to the ring, times the area ratio $(\pi/4)/(\pi h)=1/(4h)$. From ring $i$ directly to the bottom this gives

$$
b_i=\frac{F\big(a-(i+1)h\big)-F(a-ih)}{4h}.
$$

Molecules going from ring $i$ to a different ring $j$ enter through its near disc and do not leave through its far disc. With $k=|i-j|$,

$$
K_{ij}=\frac{F\big((k-1)h\big)-2F(kh)+F\big((k+1)h\big)}{4h}.
$$

Those that land on their own ring are the ones that leave through neither of its end discs:

$$
K_{ii}=1-\frac{1-F(h)}{2h}.
$$

Let $q_i$ be the probability that a molecule emitted from ring $i$ eventually reaches the bottom. It arrives directly, or it hits a ring, survives with probability $1-\sigma$, and starts again:

$$
q_i=b_i+(1-\sigma)\sum_jK_{ij}q_j .
$$

These are linear equations for the $q_i$. The total arrival probability is

$$
p_{\rm tot}=F(a)+(1-\sigma)\sum_i t_iq_i .
$$

The approximation is that emission is uniform over each ring, which improves as the rings become thinner. For the hole of (c) the results are:

- For $\sigma=0.1$, $p_{\rm tot}=0.052$, and one percent error needs about 182,000 launches.
- For $\sigma=0.01$, $p_{\rm tot}=0.159$, and one percent error needs about 53,000 launches.

Following individual molecules from wall to wall gives 0.0522 and 0.1596, against 0.0520 and 0.1593 from the rings. When $\sigma=1$ the second term of $p_{\rm tot}$ vanishes, and the 990,000 launches of (a) return.

**Gas collisions.** Take a temperature $T=473$ K, a pressure $P=1$ Torr and a molecular diameter $\delta=0.5$ nm. Two molecules collide when their centres come within $\delta$, so the cross-section is $\pi\delta^2$. The gas has $P/(k_BT)$ molecules per unit volume. The relative velocity of two equal thermal molecules has twice the variance of one velocity, which raises the mean collision speed by $\sqrt2$. The mean free path is therefore

$$
\lambda=\frac{k_BT}{\sqrt2\,\pi\delta^2P}=44{,}100\ \text{nm}.
$$

A direct flight is at least 495 nm long and at most 505 nm, the distance between opposite points of the two rims. Assume that the hole is filled with gas at the outside density, as it would be by a carrier gas that does not stick. Collisions are then equally likely along each part of the path, and the interrupted fraction is

$$
1-e^{-L/\lambda}=1-e^{-495/44100}\approx0.011 .
$$

Under this assumption, and if every collision is counted as a lost arrival, neglecting collisions overestimates the direct-flight probability by about 1.1 percent of its value. This is as large as the statistical error that 990,000 launches were meant to secure. If the gas consisted only of molecules that the bottom absorbs, it would be thinner inside the hole and the error would be smaller. The figure is an upper estimate for arrivals that avoid the wall, because some collisions send molecules to the bottom; for hard spheres of equal mass these reduce the net bias to about 0.9 percent. It also applies to direct flights only. Molecules that arrive after wall bounces travel farther, on average about 10 diameters at $\sigma=0.1$ and 19 at $\sigma=0.01$, so about 2 and 4 percent of them meet a gas molecule, although such a collision need not prevent arrival. More launches reduce the scatter but leave this bias unchanged. At fixed temperature $\lambda$ is inversely proportional to $P$, so a tenfold lower pressure would reduce the bias about tenfold.

**The real case.** The temperature, pressure and molecular size are rough values for depositing a thin film from a vapour. The two sticking probabilities are examples chosen a factor of ten apart, and a real one can change as the surface fills with adsorbed molecules. Of the effects sized here, wall re-emission matters most: if all first arrivals at the bottom are wanted, it lowers the required launches from 990,000 to about 53,000 at $\sigma=0.01$. The larger number applies to the direct-flight count. The collision estimate gives all gas molecules the same size and mass, whereas a carrier gas usually differs from the depositing molecules in both, so it gives only an order of magnitude. For a molecule ten times as heavy as the gas molecules, at the same cross-section and temperature, the factor $\sqrt2$ in $\lambda$ becomes $\sqrt{1+10}$. Such a molecule collides about 2.3 times as often per unit length as in the equal-mass estimate, though a collision deflects it less on average.

### (e) Correlated launches and other scores

**Correlation.** Suppose the launches come in groups of $m$. Different groups are independent, but any two launches in one group have covariance $\rho\,p(1-p)$. A group contains $m$ variances and $m(m-1)$ ordered pairs, and there are $N/m$ groups. Hence

$$
\mathrm{Var}(H)=\frac Nm\big[m+m(m-1)\rho\big]p(1-p)
=Np(1-p)\big[1+(m-1)\rho\big].
$$

The required number of launches is multiplied by the same bracket:

$$
N=\frac{1-p}{p\,\varepsilon^2}\big[1+(m-1)\rho\big].
$$

If each random path is accidentally used twice, then $m=2$ and $\rho=1$, and twice as many launches are needed. A negative $\rho$ reduces the number. It can be arranged by dividing the starting points and directions into $m$ cells of equal probability and drawing one launch at random from each, provided the cells differ in their chance of a hit. (With the cells assigned to the launches in random order, every launch again has hit probability $p$, and two launches never share a cell, which makes their covariance negative.) A regular grid shifted as a whole can do the opposite, because many of its launches share the same angle to the axis and tend to succeed or fail together.

**General scores.** Let a launch score any number $Y$ with mean $\mu$ and variance $v$. The average over $N$ independent launches has variance $v/N$, so

$$
\varepsilon=\frac1\mu\sqrt{\frac vN},\qquad N=\frac{v}{\mu^2\varepsilon^2}.
$$

For scores of 0 and 1, $\mu=p$ and $v=p(1-p)$, which restores (a). If the bottom re-emits molecules and every impact is counted, a launch can score 2 or more. Its variance must then be found from the scores themselves.

Weights can make the count cheaper. In the direct-flight problem, no displacement larger than $d$ can succeed. The fraction of launches with $s<d$ is $C(1)=1/(1+a^2)$. One may draw only these directions, in their original proportions, and give every hit the weight $w=1/(1+a^2)$. The chance of a hit rises to $p'=p/w=p(1+a^2)$, while the mean score stays $wp'=p$. A constant weight cancels from the relative error, so

$$
N_w=\frac{1-p'}{p'\varepsilon^2}
=\frac{1-p(1+a^2)}{p(1+a^2)\,\varepsilon^2}.
$$

Compared with (a), the denominator is larger by $1+a^2$ and the numerator is smaller, so the saving exceeds a factor $1+a^2$. The figure of 990,000 is therefore the cost of an unweighted, independent count, not a lower limit for every way of computing the same probability.

## Table of computed values

```
Hit probability p: 0.0100
Target relative standard error: 1.00 %
Required launches from formula: 990000
Required launches from summed distribution: 990001
Rare-event estimate 1/(p eps^2): 1000000 launches
Mean hits: 9900
Standard deviation of hits: 99.00
Probability of landing within 1 % of p: 0.6851
Hole diameter: 100 nm
Hole depth: 495.0 nm
Depth/diameter: 4.950
Direct-flight fraction by quadrature: 0.010000
Full Monte Carlo runs: 40
Hits in first run: 9891
Direct-flight fraction, all runs: 0.010014
Relative scatter of full runs: 0.78 %
Launches per block: 9900
Number of blocks: 4000
Predicted relative scatter of blocks: 10.00 %
Observed relative scatter of blocks: 10.14 %
Sticking 0.10: arrival fraction, rings: 0.0520
Sticking 0.10: arrival fraction, traced: 0.0522
Sticking 0.10: launches for 1 %: 182387
Sticking 0.01: arrival fraction, rings: 0.1593
Sticking 0.01: arrival fraction, traced: 0.1596
Sticking 0.01: launches for 1 %: 52782
Gas temperature: 473 K
Gas pressure: 1.0 Torr
Rough molecular diameter: 0.5 nm
Mean free path: 44100 nm
Longest direct flight: 505.0 nm
Direct flights interrupted by gas: 1.12 %
```
